# Why dopant-vacancy association gives oxide-ion conductivity a maximum

**Question.** Replacing some tetravalent cations of a fluorite oxide by trivalent ones creates oxygen vacancies, and the vacancies carry the ionic current. Why does the conductivity at fixed temperature not keep rising with dopant content, and what sets the composition at which it peaks?

## The competition

Let $x$ be the fraction of cation sites holding the trivalent dopant M, so that the composition is A$_{1-x}$M$_x$O$_{2-x/2}$. Each dopant carries one negative charge relative to the cation it replaces, and each oxygen vacancy carries two positive ones. Charge balance, with electrons and holes neglected, therefore requires $x/2$ vacancies per cation.

The same dopants that create the vacancies can also attract them. A vacancy near dopants sits in a lowered energy state and needs more energy to leave it. As $x$ grows, a vacancy has more dopants within range, and the average barrier to long-range motion grows too. The number of carriers rises as a power of $x$, while their mobility falls exponentially with the barrier. At small $x$ the first effect wins; the second takes over at larger $x$ only if the barrier grows steeply enough, a condition made precise below. Attraction is not the only possible cause of a maximum: dopants that raise the saddle energies between sites also slow the vacancies, and in a real oxide both effects may act.

Attraction can be described in two ways. Either bound vacancies are removed from the list of carriers, or all vacancies are counted and the time they spend bound is included in a reduced mobility. One effect must not be entered in both places. The second description is used first: all $x/2$ vacancies per cation are carriers, and their activation free energy is assumed to be

$$G(x)=E_0+bx,\qquad b>0, \tag{1}$$

with $E_0$ and $b$ independent of $x$ and temperature. This linear law is an assumption here; a model that produces it, and shows where it fails, follows below. Energies are in eV and conductivities in S/m, since atomic units would be awkward for thermally activated transport.

## From hopping to the optimum

The anion sites of fluorite form a simple cubic lattice of spacing $d$. The cubic cell of edge $2d$ contains four cations, hence $4(x/2)=2x$ vacancies, and the vacancy density is

$$n_v=\frac{2x}{(2d)^3}=\frac{x}{4d^3}.$$

Let a vacancy jump to each of its six neighbours at the rate $\nu e^{-G/kT}$, where $\nu$ is the attempt rate per direction. Along one axis there are two jump directions, each changing the squared displacement by $d^2$ on average, so the mean square displacement grows at the rate $2\nu d^2e^{-G/kT}$. In one coordinate this rate equals $2D$, which gives

$$D=\nu d^2e^{-G/kT}.$$

A field $F$ exerts the force $2eF$ on a vacancy. By the Einstein relation the drift velocity is $2eFD/kT$. The current density is $n_v(2e)$ times this velocity, and dividing by $F$ gives

$$\sigma=\frac{n_v(2e)^2D}{kT}
=\frac{x}{4d^3}\,\frac{4e^2\nu d^2}{kT}\,e^{-G/kT}
=\frac{e^2\nu}{d\,kT}\,x\,e^{-(E_0+bx)/kT}. \tag{2}$$

The two factors of 4 cancel. At fixed temperature only the last two factors depend on $x$, so

$$\frac{d\ln\sigma}{dx}=\frac1x-\frac{b}{kT},\qquad
\frac{d^2\ln\sigma}{dx^2}=-\frac1{x^2}<0.$$

The first derivative vanishes at one composition, and the negative second derivative makes it the maximum:

$$\boxed{x^*=\frac{kT}{b}} \tag{3}$$

Equivalently, $bx^*=kT$: the optimum is reached when the dopants have added one thermal energy to the barrier. The bare barrier $E_0$ does not enter, because it slows the vacancies equally at every composition. If $kT/b$ lies beyond the solubility limit, the conductivity is still rising where the single phase ends, and this mechanism produces no visible maximum.

## Shape and temperature dependence

With $t=x/x^*$ we have $bx/kT=t$, and dividing (2) by its value at $t=1$ gives

$$\frac{\sigma}{\sigma_{\max}}=t\,e^{1-t}. \tag{4}$$

Near the top, $\ln t+1-t\approx-(t-1)^2/2$. A 10% error in composition thus costs only about 0.5% of the conductivity, and locating a measured peak precisely is correspondingly hard. The curve is asymmetric: it rises linearly from zero and falls off exponentially.

Inserting $x^*$ into (2) cancels the factor $kT$:

$$\sigma_{\max}=\frac{e^2\nu}{d\,b}\,e^{-1-E_0/kT}, \tag{5}$$

with $b$ in joules if the other quantities are in SI units. Heating moves the peak to higher dopant content in proportion to $T$, and the peak height has activation energy $E_0$.

This can be checked against a sample of fixed composition. With $\beta=1/kT$, equation (2) has the form $\sigma\propto\beta e^{-\beta(E_0+bx)}$, so

$$-\left(\frac{\partial\ln\sigma}{\partial\beta}\right)_x=E_0+bx-kT.$$

At $x=x^*$ the last two terms cancel and $E_0$ remains. The shift of the optimum with temperature adds nothing to first order, because $\sigma$ is stationary in $x$ there.

## A small correction: blocked jumps

A vacancy can move only if the neighbouring site holds an oxygen ion. There are two anion sites per cation, so the vacant fraction is $(x/2)/2=x/4$. In mean field this multiplies $\sigma$ by $1-x/4$, whose logarithm has the derivative $-1/(4-x)$. With $\kappa=b/kT$ the condition becomes

$$\frac1x-\frac1{4-x}=\kappa .$$

Multiplying by $x(4-x)$ gives $4-2x=\kappa x(4-x)$, or

$$\kappa x^2-(4\kappa+2)x+4=0. \tag{6}$$

The polynomial is positive at $x=0$ and equals $-4$ at $x=4$, so one root lies between these values and the other beyond 4. The smaller root is the optimum, provided it does not exceed 1, the largest possible $x$. For small $x$, $1/(4-x)\approx1/4$, and $x\approx(kT/b)/(1+kT/4b)$: the peak moves down by the relative amount $kT/4b$.

## Is binding into pairs enough?

Now take the other description. Let a vacancy bind to one dopant with a fixed binding energy $B$, and let the pair carry no steady current. Let $n$ be the number of free vacancies per cation and $p$ the number of pairs. Then $p=x/2-n$, and the number of unpaired dopants is $x-p=x/2+n$. The mass-action law $p=Kn(x-p)$ becomes

$$\frac x2-n=Kn\left(\frac x2+n\right)
\quad\Longrightarrow\quad
Kn^2+\left(1+\frac{Kx}{2}\right)n-\frac x2=0. \tag{7}$$

The constant follows from counting. A dopant has eight neighbouring anion sites, and a free vacancy occupies any given site with probability $n/2$. In the dilute limit, with at most one vacancy per dopant, $p/(x-p)=8(n/2)e^{B/kT}$, so $K=4e^{B/kT}$.

Rearranged, (7) reads $n(1+Kn)=(x/2)(1-Kn)$. The left side is positive, hence $Kn<1$. Differentiating (7) with respect to $x$ gives

$$\left(2Kn+1+\frac{Kx}{2}\right)\frac{dn}{dx}=\frac{1-Kn}{2}>0. \tag{8}$$

In this model the free-carrier density therefore rises at every $x$ and, once $Kx\gg1$, levels off towards $1/K$. With a constant mobility, the mass-action law with fixed $K$ bends the conductivity curve over but does not turn it down. A maximum needs something that worsens with doping. The law keeps $K$ at its dilute value and ignores the overlap of the neighbourhoods of different dopants, so at high doping its free-carrier densities are only illustrative. Sites with no dopant nearby then become rare, and the number of free vacancies can fall instead of levelling off.

Raised saddle energies can slow the free vacancies as well, though not necessarily through a linear barrier, because vacancies can go round the high saddles. Suppose, for simplicity, that some separate cause adds a linear barrier. Then $\sigma\propto n(x)e^{-bx/kT}$. Define the local exponent $s=d\ln n/d\ln x$. The stationary condition $s/x-b/kT=0$ gives

$$x^*=s\,\frac{kT}{b}. \tag{9}$$

From (8), $s=x(1-Kn)/[2n(1+Kx/2+2Kn)]$. Replacing $(x/2)(1-Kn)$ by $n(1+Kn)$ simplifies this to

$$s=\frac{1+Kn}{1+Kx/2+2Kn}<1. \tag{10}$$

For $Kx\ll1$ nearly all vacancies are free, $s\to1$, and (3) returns. For $Kx\gg1$ the carriers saturate, $s\to0$, and the optimum falls well below $kT/b$.

## Where a linear barrier comes from

Association can itself supply the growing barrier if a vacancy feels several dopants at once. Let each vacancy site have $z$ cation sites within range, and let each dopant on them lower the energy of the site by $u$. The saddle energies stay fixed. A vacancy on site $i$ with $m_i$ dopants in range then jumps to each neighbour at the rate

$$w_i=\nu e^{-(E_0+um_i)/kT}.$$

Consider independent vacancies, and apply a weak force that multiplies forward jumps by $e^{f/2}$ and backward jumps by $e^{-f/2}$, where $f$ is the force times $d/kT$. Try the occupation $P_i\propto1/w_i$. Every product $P_iw_i$ is then the same constant, so each site receives as much as it loses in every direction, and the distribution is stationary even with the force present. Normalized over $N$ sites, $P_iw_i=1/\sum_j(1/w_j)$. The drift velocity is

$$v=d\sum_iP_iw_i\,2\sinh\frac f2
=\frac{2d\sinh(f/2)}{\langle1/w\rangle}
\approx\frac{d\,f}{\langle1/w\rangle},$$

where the brackets denote the average over sites. The Einstein relation reads $v=Df/d$, so $D=d^2/\langle1/w\rangle$. With $D_0=\nu d^2e^{-E_0/kT}$ for the undisturbed lattice,

$$\frac{D}{D_0}=\frac1{\langle e^{um/kT}\rangle}. \tag{11}$$

If the dopants are immobile and placed at random, each of the $z$ cation sites contributes independently a factor 1 with probability $1-x$, or $e^{u/kT}$ with probability $x$. Writing $c=e^{u/kT}-1$,

$$\frac{D}{D_0}=(1+xc)^{-z},\qquad
G(x)=E_0+z\,kT\ln(1+xc). \tag{12}$$

Setting the derivative of $\ln x-z\ln(1+xc)$ to zero gives $1+xc=zxc$, hence

$$x^*=\frac1{(z-1)c}. \tag{13}$$

For $z=1$ there is no maximum: $x/(1+xc)$ merely saturates, as in the pair model. For $z\ge2$, sites close to several dopants become deeper traps, and the mobility falls faster than $1/x$ once $x$ exceeds the value (13). Because $x$ cannot exceed 1, a maximum within the composition range also requires $(z-1)c>1$; otherwise the conductivity rises throughout. At the stationary point the second derivative of $\ln\sigma$ is $-1/x^2+zc^2/(1+xc)^2=-(1-1/z)/x^2$, which is negative, so it is a maximum.

The linear law appears when many dopants act weakly. If $u\ll kT$, then $c\approx u/kT$. If $z\gg1$, then $xc=1/(z-1)$ is small at the optimum, and $\ln(1+xc)\approx xc$. Together,

$$G\approx E_0+zux,\qquad b=zu,\qquad x^*\approx\frac{kT}{zu}.$$

## Which slope belongs in the formula?

For any smooth $G(x)$ with carriers proportional to $x$, the stationary condition is $x^*=kT/G'(x^*)$. The slope needed is that of the activation free energy at the optimum. An Arrhenius plot of $\sigma T$ at fixed composition yields $\partial(\beta G)/\partial\beta$ instead, which equals $G$ only if $G$ does not depend on temperature. Since $\partial c/\partial\beta=u(1+c)$, the trap model gives

$$E_{\rm A}=-\frac{\partial\ln(\sigma T)}{\partial\beta}
=E_0+\frac{zux(1+c)}{1+xc}. \tag{14}$$

The difference $E_{\rm A}-G$ is $T$ times an activation entropy that depends on composition. The derivative of $x/(1+xc)$ is $1/(1+xc)^2$, so the composition slope of the Arrhenius energy is

$$\frac{dE_{\rm A}}{dx}=\frac{zu(1+c)}{(1+xc)^2}. \tag{15}$$

It agrees with $G'$ in the limit of many weak traps, but not in general.

## Numbers

Take round model parameters: $E_0=0.60$ eV, $b=0.88$ eV, $d=0.27$ nm and $\nu=10^{13}$ s$^{-1}$. At 1000 K, $kT=0.08617$ eV, and

$$x^*=\frac{0.08617}{0.88}=0.098.$$

About one cation in ten is replaced at the peak; this follows from the chosen value of $b$ and is not a prediction for a particular oxide. The barrier there is $0.60+0.086=0.686$ eV, and the peak conductivity is 2.35 S/m. Numerical maximization of the hopping expression reproduces (3) and (5) at all three temperatures tested:

| $T$ (K) | $x^*$ | $\sigma_{\max}$ (S/m) |
|---|---|---|
| 800 | 0.078 | 0.412 |
| 1000 | 0.098 | 2.35 |
| 1200 | 0.118 | 7.49 |

At 1000 K the conductivity is 1.06 S/m at $x=0.02$, 1.69 S/m at $x=0.20$ and 0.91 S/m at $x=0.30$. The last sample has fifteen times as many vacancies as the first and conducts less. Half the peak value is reached at $t=0.232$ and $t=2.68$, or $x=0.023$ and $x=0.26$. Site blocking lowers the optimum from 0.098 to 0.096, so it is not the main cause of the maximum here.

For pairing with $B=0.22$ eV, $K=51.4$ and the free vacancies level off towards $1/K=0.0195$ per cation. At $x=0.10$ the mass-action law leaves only 0.012 of the 0.050 vacancies per cation free; tripling the doping raises this to 0.016. That rise is a property of the law and need not survive where dopant neighbourhoods overlap. Adding the separate linear barrier of slope 0.88 eV produces a maximum with $s=0.470$, at $x^*=0.470\times0.098=0.046$. (The numerical output labels this exponent p; it is not the number of pairs.)

The trap model shows how much the form of the association matters. Both cases below have $zu=0.88$ eV and $T=1000$ K:

| | many weak | few strong |
|---|---|---|
| $z$ | 44 | 4 |
| $u$ (eV) | 0.02 | 0.22 |
| $c$ | 0.261 | 11.8 |
| $x^*$ | 0.089 | 0.028 |
| $G'(x^*)$ (eV) | 0.97 | 3.06 |
| $G(x^*)$ (eV) | 0.687 | 0.699 |
| $E_{\rm A}(x^*)$ (eV) | 0.697 | 0.839 |

For the weak traps (13) gives $1/(43\times0.261)=0.089$, which is 9% below the linear estimate $kT/(zu)$. For the strong traps it gives $1/(3\times11.8)=0.028$, only 29% of that estimate. The reason is visible in $c$: strong binding makes $c$ much larger than $u/kT=2.55$, so that at $x=0.028$ the mobility has already fallen to $(3/4)^4=0.32$ of its dopant-free value. Spreading the same $zu$ over 704 sites brings the optimum to 0.097, close to the linear result.

The Arrhenius slope would mislead in both cases. At the optimum $1+xc=z/(z-1)$, and (15) gives $0.88\times1.261/(44/43)^2=1.06$ eV for the weak traps. Using this as $b$ predicts $x^*=0.081$ instead of 0.089. For the strong traps the slope is $0.88\times12.85/(4/3)^2=6.4$ eV, and the prediction is 0.014, half the model's optimum.

Equation (11) was tested by solving the biased hopping equations on a random lattice of 1000 sites at $x=0.10$. The resulting $D/D_0$ agrees with the site average to the digits printed, 0.32702 for the weak traps and 0.06330 for the strong ones. The strong-trap value belongs to this one sample and lies above the 0.044 that (12) gives, because nearly half of the average comes from sites with three or four dopants in range, only about four sites in a thousand. For the weak traps, the average over random dopant arrangements was tested separately and agrees with $(1+xc)^z$ within the sampling tolerance of 2%.

The assumption of independent vacancies sets a limit on these results. It can be judged from the estimated occupation of a deep site, $(x/4)e^{um/kT}/\langle e^{um/kT}\rangle$. At the optimum this is 0.05 for a weak-trap site with eight dopants in range, but 0.37 for a strong-trap site with two, and an impossible $0.37\times12.85\approx4.7$ for one with three. With strong traps vacancies therefore compete for the deep sites, and the optimum of 0.028 is an indication rather than a reliable value: allowing at most one vacancy per site, in mean field, moves it to about 0.04, while the weak-trap optimum stays near 0.09. Vacancy repulsion, dopant clustering, ordering and grain boundaries are also left out, and any of them can change $G(x)$. The condition $x^*=kT/G'(x^*)$ survives such changes as long as the carriers remain proportional to $x$ and $G$ is the free energy that describes their actual mobility; the simpler $kT/b$ also needs that free energy to have the slope $b$ at the peak. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
Input E0 = 0.60 eV, slope b = 0.88 eV per unit x
Input d = 0.27 nm, nu = 1.0e+13 1/s
kT at 1000 K = 0.08617 eV
T = 800 K: optimum x = 0.0783, peak conductivity = 0.4118 S/m
T = 1000 K: optimum x = 0.0979, peak conductivity = 2.3480 S/m
T = 1200 K: optimum x = 0.1175, peak conductivity = 7.4934 S/m
Conductivity at x = 0.02, 1000 K = 1.0628 S/m
Conductivity at x = 0.05, 1000 K = 1.9558 S/m
Conductivity at x = 0.10, 1000 K = 2.3475 S/m
Conductivity at x = 0.20, 1000 K = 1.6910 S/m
Conductivity at x = 0.30, 1000 K = 0.9135 S/m
Half-height points x/x* = 0.2320 and 2.6783
Optimum with site blocking, 1000 K: x = 0.0955
Pair binding = 0.22 eV, pair constant K = 51.38
Saturation limit 1/K = 0.01946 free vacancies per cation
Free vacancies per cation at x = 0.01: 0.00348 of 0.00500
Free vacancies per cation at x = 0.10: 0.01195 of 0.05000
Free vacancies per cation at x = 0.30: 0.01576 of 0.15000
Pairs plus linear barrier: optimum x = 0.0461, carrier exponent p = 0.4703
weak traps: z = 44, u = 0.02 eV, u/kT = 0.2321, c = 0.2612
weak lattice at x = 0.10: D/D0 drift = 0.32702, formula = 0.32702
weak optimum x = 0.0890, ratio to kT/(zu) = 0.9091
weak free-energy slope at optimum = 0.9680 eV
weak at optimum: free-energy barrier = 0.6872 eV
weak at optimum: Arrhenius energy = 0.6966 eV
weak site with 8 dopants: estimated occupation = 0.0518
strong traps: z = 4, u = 0.22 eV, u/kT = 2.5530, c = 11.8455
strong lattice at x = 0.10: D/D0 drift = 0.06330, formula = 0.06330
strong optimum x = 0.0281, ratio to kT/(zu) = 0.2874
strong free-energy slope at optimum = 3.0623 eV
strong at optimum: free-energy barrier = 0.6992 eV
strong at optimum: Arrhenius energy = 0.8386 eV
strong site with 2 dopants: estimated occupation = 0.3673
Weak trap average at x = 0.05: sampled = 1.7693, formula = 1.7700
Weak trap average at x = 0.10: sampled = 3.1077, formula = 3.1102
Weak trap average at x = 0.15: sampled = 5.4367, formula = 5.4261
Fixed zu, z = 11: optimum x = 0.0653
Fixed zu, z = 44: optimum x = 0.0890
Fixed zu, z = 176: optimum x = 0.0957
Fixed zu, z = 704: optimum x = 0.0974
```
